# Resta's Semiconductor Dielectric Model and Its Inverse as a Mixing Preconditioner

## A preconditioner that makes matters worse

Take a homogeneous model of amorphous selenium in a periodic cell 10 nm long and iterate its density to self-consistency. For simple linear mixing the number of steps is governed by $\kappa$, the ratio of the largest to the smallest eigenvalue of the linearized, preconditioned problem. Plain mixing has $\kappa=5.9$ with wavevectors up to 200 nm⁻¹, approaching 6.0 as the cutoff grows. Kerker mixing, designed to suppress long-wave charge oscillations in metals, has $\kappa=189$ in its pure form with the Thomas-Fermi wavevector of the valence gas.

The reason is that a semiconductor screens a long-wave disturbance by a finite factor, whereas the Kerker form assumes perfect screening. Resta's model repairs this with one extra length.

## The model and its assumptions

The derivation uses atomic units. $V(r)$ is the potential energy of an electron, so a bare point charge $Z$ gives $V=-Z/r$. The charge sits in a valence gas of uniform density $n_0$, neutralized by a uniform background. The response is linear, isotropic and of Thomas-Fermi type, without exchange or correlation.

For a gas with local kinetic energy $\mu$ at the Fermi surface,

$$n=\frac{(2\mu)^{3/2}}{3\pi^2},\qquad \frac{dn}{d\mu}=\frac{(2\mu)^{1/2}}{\pi^2}=\frac{k_F}{\pi^2},$$

where the last form is taken at $\mu=k_F^2/2$. The Thomas-Fermi wavevector is defined by

$$q_0^2=4\pi\frac{dn}{d\mu}=\frac{4k_F}{\pi}.$$

In a metal the density would adjust everywhere and screen the charge completely. The semiconductor is modelled by allowing the density to change only inside a sphere of radius $R$. Inside it, $\mu(r)+V(r)$ is constant. The density returns to $n_0$ at $R$, so the constant is $k_F^2/2+V(R)$. Linearizing,

$$\delta n(r)=-\frac{q_0^2}{4\pi}\,[V(r)-V(R)]\quad(r<R),\qquad \delta n=0\quad(r>R).$$

Electrons gather where $V$ is lower than at the edge, as the sign requires.

## The radial problem fixes $R$

The potential is $-Z/r$ plus the repulsion of $\delta n$. For $0<r<R$ Poisson's equation therefore reads

$$\nabla^2V=-4\pi\,\delta n=q_0^2[V(r)-V(R)].$$

Set $W=r[V(r)-V(R)]$. Since $\nabla^2f=(rf)''/r$ for a radial function,

$$W''=q_0^2W,\qquad W(0)=-Z,\qquad W(R)=0.$$

The first boundary value comes from the bare charge at the origin. The solution is

$$W(r)=-Z\,\frac{\sinh[q_0(R-r)]}{\sinh(q_0R)}.$$

Outside, no charge is displaced, and the remaining potential is that of the reduced charge, $V=-Z/(\epsilon_0r)$. Continuity of $V$ gives $V(R)=-Z/(\epsilon_0R)$.

Now assume that no sheet of charge lies at $r=R$, so that the field is continuous as well. Because $W(R)=0$, the inner slope is

$$V'(R)=\frac{W'(R)}{R}=\frac{Zq_0}{R\sinh(q_0R)}.$$

The outer slope is $Z/(\epsilon_0R^2)$. Equating them,

$$\epsilon_0=\frac{\sinh(q_0R)}{q_0R}.$$

With $a=q_0R$, the right side is $1+a^2/6+a^4/120+\dots$, which rises steadily from 1 to infinity. Each $\epsilon_0>1$ thus gives one radius. $R$ is not an adjustable parameter once $q_0$ and $\epsilon_0$ are known.

## From the screening cloud to $\epsilon(q)$

Let $g(r)=\delta n(r)/Z$ be the cloud per unit charge:

$$g(r)=\frac{q_0^2}{4\pi r}\,\frac{\sinh[q_0(R-r)]}{\sinh(q_0R)}\quad(r<R).$$

The dielectric function is defined by $V(q)=-4\pi Z/[q^2\epsilon(q)]$. The Fourier transform of the full Poisson equation gives $V(q)=-(4\pi/q^2)[Z-\delta n(q)]$, so

$$\frac1{\epsilon(q)}=1-\hat g(q).$$

The angular average of a plane wave is $\sin(qr)/(qr)$. Hence

$$\hat g(q)=4\pi\int_0^R r^2g(r)\frac{\sin qr}{qr}\,dr=\frac{q_0^2}{q\sinh(q_0R)}\,I,$$

$$I=\int_0^R\sinh[q_0(R-r)]\sin(qr)\,dr.$$

Integrate by parts, integrating the sine:

$$I=\frac{\sinh(q_0R)}q-\frac{q_0}{q}\int_0^R\cosh[q_0(R-r)]\cos(qr)\,dr.$$

A second integration by parts turns the remaining integral into $\sin(qR)/q+(q_0/q)I$. Therefore

$$I=\frac{\sinh(q_0R)}q-\frac{q_0\sin(qR)}{q^2}-\frac{q_0^2}{q^2}I.$$

Multiplying by $q^2$ and collecting $I$,

$$I=\frac{q\sinh(q_0R)-q_0\sin(qR)}{q^2+q_0^2}.$$

Insert this in $\hat g$ and replace $\sinh(q_0R)$ by $\epsilon_0q_0R$ in the second term:

$$\hat g(q)=\frac{q_0^2}{q^2+q_0^2}\left[1-\frac{\sin(qR)}{\epsilon_0qR}\right].$$

Subtracting from 1 leaves

$$\frac1{\epsilon(q)}=\frac{q^2+q_0^2\sin(qR)/(\epsilon_0qR)}{q^2+q_0^2},$$

and its reciprocal is Resta's formula,

$$\epsilon(q)=\frac{q_0^2+q^2}{q_0^2\sin(qR)/(\epsilon_0qR)+q^2}.$$

## Range, bounds and limits

The preconditioner is $P(q)=1/\epsilon(q)$. In real space it is $\delta(\mathbf r)-g(r)$: it subtracts from the residual a weighted average over a ball of radius $R$, multiplied by $1-1/\epsilon_0$.

For $q>0$, $|\sin(qr)/(qr)|<1$. Since $g$ is positive inside the ball, $\hat g(q)<\hat g(0)=1-1/\epsilon_0$. The bracket in the closed form exceeds $1-1/\epsilon_0>0$, so $\hat g(q)>0$. Together,

$$\frac1{\epsilon_0}<P(q)<1\qquad(q>0).$$

Thus $P$ never vanishes or changes sign.

At small $q$, expand the sine and the denominator to order $q^2$:

$$P(q)=\left[\frac1{\epsilon_0}-\frac{q^2R^2}{6\epsilon_0}+\frac{q^2}{q_0^2}\right]\left[1-\frac{q^2}{q_0^2}\right]+O(q^4)=\frac1{\epsilon_0}+bq^2+O(q^4),$$

$$b=\frac{1-1/\epsilon_0}{q_0^2}-\frac{R^2}{6\epsilon_0}.$$

Expanding $\sin(qr)/(qr)$ under the integral for $\hat g$ shows that $b$ is also one sixth of the second moment of $g$, hence positive. Screening weakens as the wavelength approaches the size of the cloud.

Two limits connect the familiar mixers. As $\epsilon_0\to1$, the bounds force $P\to1$, which is plain mixing. As $R\to\infty$ at fixed $q>0$, the sine term vanishes and

$$P(q)\to\frac{q^2}{q^2+q_0^2},$$

which is Kerker mixing. The order matters: for finite $R$, $P(0)=1/\epsilon_0$; in the metallic form, $P(0)=0$.

## Numbers for selenium

Rough inputs are a mass density of 4.3 g/cm³, six valence electrons per atom and an electronic dielectric constant of 6. They give $n_0=196.7$ nm⁻³ and

$$k_F=(3\pi^2\times196.7)^{1/3}=17.99\ \text{nm}^{-1}.$$

With the Bohr radius $a_B$ restored, $q_0=\sqrt{4k_F/(\pi a_B)}=20.81$ nm⁻¹. Solving $\sinh a/a=6$ gives $a=3.828$, so

$$R=\frac{3.828}{20.81}=0.184\ \text{nm}=3.48\ \text{bohr}.$$

At $q=20$ nm⁻¹, $qR=3.68$ and $\sin(qR)/(qR)=-0.139$. Then

$$\epsilon=\frac{433+400}{433(-0.139)/6+400}=\frac{833}{390}=2.14.$$

At 2 nm⁻¹ the value is 5.86, and at 40 nm⁻¹ it is 1.26. Most of the change takes place around $q\sim1/R$ to a few times $1/R$.

As a test, the radial equation was solved by finite differences for these $q_0$ and $R$. The resulting cloud contains 0.83333 electron per unit charge, hence $\epsilon_0=1/(1-0.83333)=6.000$. One minus its transform, at five wavevectors, agrees with $1/\epsilon(q)$ to an absolute error of at most $4.5\times10^{-8}$.

## How the inverse enters the iteration

Let $F[n]$ be the output density obtained from input density $n$, and let $n_*$ be the fixed point. Preconditioned mixing is

$$n_{\rm new}=n+\alpha P\,(F[n]-n).$$

In practice the residual $F[n]-n$ is Fourier transformed, multiplied by $P(q)$ and transformed back. Its $q=0$ component vanishes because input and output hold the same number of electrons.

Write $n=n_*+e$. A small density error changes the Hartree potential by $ve$, with $v=4\pi/q^2$, and the output by $\chi_0ve$, where $\chi_0$ is the response of independent electrons. Exchange and correlation are left out here. The residual is $-(1-\chi_0v)e$, so

$$e_{\rm new}=[1-\alpha P(1-\chi_0v)]\,e.$$

In a homogeneous medium the total potential obeys $V=V_{\rm ext}+v\chi_0V$, hence $V_{\rm ext}=(1-v\chi_0)V=\epsilon V$. All factors are then numbers at each $q$, and the error is multiplied by $1-\alpha P(q)\epsilon(q)$. If the medium obeys Resta's model and $\alpha=1$, one linear step removes the error.

A real crystal couples different wavevectors. Define $y=P^{-1/2}v^{1/2}e$ on the space without $q=0$. Since $P$ and $v$ are both diagonal in $q$,

$$y_{\rm new}=(1-\alpha S)y,\qquad S=P^{1/2}EP^{1/2},\qquad E=1-v^{1/2}\chi_0v^{1/2}.$$

For a static ground state $-\chi_0$ is non-negative, so $E\ge1$ and $S$ is Hermitian and positive. The slowest component shrinks by the largest $|1-\alpha\lambda|$. This is smallest when the two ends are balanced, $1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1$:

$$\alpha=\frac2{\lambda_{\min}+\lambda_{\max}},\qquad \rho=\frac{\kappa-1}{\kappa+1},\qquad\kappa=\frac{\lambda_{\max}}{\lambda_{\min}}.$$

To reduce the norm of $y$ by a factor $\delta$, $\ln\delta/\ln\rho$ steps, rounded up, suffice in the linear regime.

## Why Kerker mixing slows down in an insulator

For the homogeneous selenium model, Kerker mixing has

$$\lambda(q)=\frac{q^2}{q^2+q_0^2}\,\epsilon(q)=\left[1+\frac{q_0^2}{\epsilon_0q^2}\,\frac{\sin qR}{qR}\right]^{-1}.$$

The longest wave has $q_1=2\pi/L=0.628$ nm⁻¹ for $L=10$ nm. There $1/\lambda\approx1+433/(6\times0.395)\approx184$. The largest $\lambda$ lies about 3% above 1, because the sine can be negative. This accounts for $\kappa=189$. In a 2 nm cell the value is 8.1. The increase is close to the factor $5^2=25$ expected for $q_1\to0$, but the shorter cell is not fully in that limit. These values hold for the pure Kerker form with wavevector $q_0$. In the 10 nm cell a Kerker wavevector of 10 nm⁻¹ gives $\kappa=85$, and the best choice, near 1.4 nm⁻¹, gives 4.9. Bounding the factor from below, $P=\max[q^2/(q^2+q_0^2),\,0.25]$, gives 1.8: such a floor plays the part of $1/\epsilon_0$ and removes the growth with $L$.

A metal described by $\epsilon=1+q_0^2/q^2$ and treated with Resta mixing has the reciprocal eigenvalues. Its $\kappa$ is therefore the same, 189 at 10 nm. Resta mixing with a finite $\epsilon_0$ does not cure charge sloshing in a metal.

The argument extends to an inhomogeneous insulator. Let $\epsilon_M=1/(E^{-1})_{q_1q_1}$ be its macroscopic dielectric constant at $q_1$. The matrix $S^{-1}=P^{-1/2}E^{-1}P^{-1/2}$ has the diagonal element $1/[\epsilon_MP(q_1)]$. Its largest eigenvalue is at least that large, so

$$\lambda_{\min}\le\epsilon_MP(q_1).$$

For Kerker mixing the right side falls as $L^{-2}$. Since $E\ge1$, $\lambda_{\max}$ is at least the largest $P(q)$ in the basis, which is near 1. Hence $\kappa$ grows at least as $L^2$ when $L$ is large.

## Why Resta mixing does not

Consider filled bands with gap $\Delta$, a local crystal potential and real orbitals $i$ (occupied) and $a$ (empty), counted with spin. For a real potential $\phi$,

$$-\langle\phi|\chi_0|\phi\rangle=2\sum_{i,a}\frac{|\phi_{ai}|^2}{E_a-E_i}\le\frac2{\Delta^2}\sum_{i,a}(E_a-E_i)|\phi_{ai}|^2.$$

The inequality uses $E_a-E_i\ge\Delta$. The last sum may be extended over all final states, because pairs of occupied states cancel. The double commutator $[\phi,[H,\phi]]=|\nabla\phi|^2$ then gives $\frac12\int n|\nabla\phi|^2$. With $\phi=v^{1/2}u$, $\int|\nabla\phi|^2=4\pi\int u^2$, and

$$1\le E\le1+\frac{4\pi n_{\max}}{\Delta^2},$$

where $n_{\max}$ is the largest density. This bound does not contain $L$, provided $\Delta$ does not shrink as the cell grows; tail, defect or surface states can make it shrink. Plain mixing therefore has a bounded $\kappa$, and $1/\epsilon_0\le P\le1$ gives $\kappa_{\rm Resta}\le\epsilon_0\kappa_{\rm plain}$. The bound guarantees that $\kappa$ stays limited as the cell grows, not an improvement over plain mixing; that depends on how well $\epsilon(q)$ resembles the material.

## A test with local fields

A one-dimensional insulator whose charge is spread evenly over planes supplies such a test. It is a mathematical model, not selenium or any other real material. Motion within the planes is left out, and each orbital along the axis simply carries a chosen number of electrons per area. With free motion in the planes the model would be a metal at any filling, because the in-plane bands have no upper edge; at this filling electrons would also spill over the axial gap. Its period is 0.25 nm, its cosine potential has amplitude 10 eV, and its gap is 9.9 eV. The filling, 250 electrons/nm² per period, was chosen to make $\epsilon_M=6$ for 16 periods. The preconditioners keep the selenium $q_0$, and Resta's also keeps $\epsilon_0=6$; neither is fitted to the $q$ dependence of this insulator. $S$ was built from explicit sums over states.

| Mixing | $\kappa$, 16 periods | $\kappa$, 32 periods | Steps, 16 periods |
|---|---|---|---|
| plain | 12.3 | 12.4 | 68 |
| Kerker | 77.6 | 303.7 | 444 |
| Resta | 4.96 | 4.99 | 28 |

Doubling the length multiplies the Kerker value by 3.9 and leaves the others nearly unchanged. The Kerker $\lambda_{\min}$ for 16 periods is 0.0336, just below its upper bound $\epsilon_MP(q_1)=0.0340$.

The steps come from full nonlinear iterations without exchange and correlation. Each began with the same small random density error, used its own best $\alpha$, and reduced the norm of $y$ by $10^{-5}$. The linear theory allows at most 71, 447 and 29 steps, respectively. These counts are for simple linear mixing. On the linearized problem, Anderson mixing with eight stored steps needs roughly 20, 50 and 12 steps, so the ranking remains but the differences shrink.

Two numbers deserve attention. First, plain mixing has $\kappa=12.3$, although $\epsilon_M=6$. The macroscopic constant is a lower bound on the largest eigenvalue of $E$, since $1/(E^{-1})_{q_1q_1}\le\lambda_{\max}(E)$; it is not that eigenvalue.

Second, the best step for Resta mixing is $\alpha=0.517$, not 1. From $\lambda_{\min}+\lambda_{\max}=2/0.517=3.87$ and $\kappa=4.96$ follow $\lambda_{\min}=0.65$ and $\lambda_{\max}=3.2$. A full step would multiply one error component by $1-3.2=-2.2$ and diverge. Linear stability here needs $\alpha<2/3.2\approx0.62$. Most of this spread comes from local fields. Dropping the off-diagonal elements of $E$ lowers the Resta $\kappa$ to 1.9, whereas a $P$ fitted to the diagonal of $E$ or of $E^{-1}$ still gives about 5.

## What the selenium model leaves out

**An incorrect dielectric constant.** If $\epsilon_0=12$ is supplied for the homogeneous medium with $\epsilon_0=6$, and $R$ is recalculated, the long-wave eigenvalue is $6/12=0.5$. In the 10 nm cell $\kappa=2.03$, so $\rho=1.03/3.03=0.34$. The preconditioner tolerates a rough estimate in this model.

**Exchange.** The local exchange potential is $-k_F/\pi$, and $dn/dk_F=k_F^2/\pi^2$, so its density derivative is $f_x=-\pi/k_F^2$. Adding $f_x$ to $v$ gives

$$\lambda(q)=\frac{1+(\epsilon-1)(1+f_xq^2/4\pi)}{\epsilon}.$$

At large $q$, where $\epsilon-1\to q_0^2/q^2$, this tends to $1-1/(\pi k_Fa_B)=0.67$. The smallest value found up to 200 nm⁻¹ is also 0.67.

**Short waves.** Thomas-Fermi theory overestimates the response near and beyond $2k_F=36$ nm⁻¹. Multiplying $\epsilon-1$ by the Lindhard factor of the free gas lowers $\lambda$ to 0.86 at worst, near 39 nm⁻¹. This estimate and the previous one treat each effect separately.

**Nonlinearity.** Around a unit point charge the linear cloud exceeds $n_0$ inside 0.055 nm. The model is therefore unreliable as a description of the charge close to a nucleus. Mixing needs only the response to the remaining density error, which is small near convergence.

**Free carriers.** With a fixed gap of 2 eV (rough), free-electron masses and nondegenerate carriers of density $n_i$ of each sign, $\epsilon$ gains the term $8\pi n_i/(k_BTq^2)$. At 300 K it is about $10^{-15}$ for the longest wave in the 10 nm cell. It reaches 6 at $k_BT=0.26$ eV, an electronic temperature of about 3000 K, far above the melting point of selenium. Fermi-Dirac smearing of that width in a calculation would double $\epsilon$ for the longest wave. What counts there is the Kohn-Sham gap, which is often smaller; with a gap of 1 eV the term reaches 6 at about 0.14 eV.

**The real material.** Amorphous selenium is a photoconductor used in X-ray detectors. Its density and electronic dielectric constant above are rough typical values. The computed $R=0.18$ nm is somewhat shorter than a bond, roughly 0.23 nm, so the cloud has atomic size, and a uniform gas is a crude assumption on that scale. How far local fields move $\kappa$ in selenium was not computed; in the planar insulator, $\kappa$ is 5 instead of the ideal 1, mostly because of local fields. Crystalline selenium also breaks isotropy. With rough dielectric constants of 7 and 13 along different directions, no isotropic $P$ can bring the long-wave $\kappa$ below $13/7=1.9$. The electronic constant is the relevant one because the nuclei stay fixed during the iteration. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Se mass density (rough input): 4.3 g/cm3
Se electronic eps0 (rough input): 6.0
valence electron density: 196.7 nm^-3
kF: 17.99 nm^-1
q0: 20.81 nm^-1
q0*R: 3.8276
R: 0.1840 nm = 3.476 bohr
eps0 from radial finite differences: 6.00000
screening electrons per unit charge: 0.83333
largest error of 1/eps(q) against quadrature: 4.5e-08
small-q coefficient b: 0.000985 nm^2
eps(q = 2 nm^-1): 5.862
eps(q = 5 nm^-1): 5.239
eps(q = 10 nm^-1): 3.867
eps(q = 20 nm^-1): 2.136
eps(q = 40 nm^-1): 1.264
largest wavevector in the cells: 200 nm^-1
cell 2 nm, kappa: plain 5.61, Kerker 8.1, Resta set to eps0=12 1.85
cell 2 nm, Resta on a metal: kappa 8.1
cell 10 nm, kappa: plain 5.92, Kerker 188.8, Resta set to eps0=12 2.03
cell 10 nm, Resta on a metal: kappa 188.8
test insulator: period 0.25 nm, potential amplitude 10.0 eV
test insulator gap: 9.89 eV
test insulator filling: 249.53 electrons/nm2 per cell
macroscopic eps, 16 and 32 periods: 6.000, 6.050
Kerker lambda_min, 16 periods: 0.03359 (estimate 0.03400)
Kerker lambda_min, 32 periods: 0.00858 (estimate 0.00861)
plain kappa, 16 and 32 periods: 12.310, 12.438
Kerker kappa, 16 and 32 periods: 77.571, 303.655
Resta kappa, 16 and 32 periods: 4.963, 4.990
plain SCF: alpha 0.150, rate 0.8497, steps 68, predicted at most 71
Kerker SCF: alpha 0.758, rate 0.9745, steps 444, predicted at most 447
Resta SCF: alpha 0.517, rate 0.6646, steps 28, predicted at most 29
error reduction in the SCF loops: 1e-05
local exchange: smallest lambda 0.668
Lindhard fall-off: smallest lambda 0.863 at q = 39.4 nm^-1
crystal eps (rough inputs): 7 and 13; long-wave kappa 1.86
unit charge: linear cloud exceeds n0 inside 0.0552 nm
gap (rough input): 2.0 eV; free-carrier mass: 1 electron mass
carrier term in eps, 300 K, 10 nm cell: 1.4e-15
carrier term equals eps0 at kT = 0.260 eV = 3014 K
```
